\section*{A one-point Brillouin-zone average for a simple cubic crystal}

\section*{Problem}

The energy of the filled bands of a crystal is an average over the Brillouin zone. Replacing that average by the value at one wave vector is the cheapest possible sampling, and its error can be read from a Fourier series.

Take a simple cubic lattice with constant $a$ and lattice vectors $\mathbf R=a(n_1,n_2,n_3)$, where the $n_i$ are integers. Let $f(\mathbf k)$ be a real, smooth function with the periodicity of the reciprocal lattice and the full cubic symmetry: it is unchanged when the components of $\mathbf k$ are permuted or reversed in sign. A \emph{star} is the set of distinct vectors obtained from one $\mathbf R$ by the same operations. Its symmetrized Fourier function is the unnormalized sum
\begin{equation}
A_m(\mathbf k)=\sum_{\mathbf R\in\text{star }m}e^{i\mathbf k\cdot\mathbf R}.
\label{star}
\end{equation}

\begin{enumerate}
\item[(a)] Find the four shortest nonconstant stars and write their functions in terms of cosines.
\item[(b)] Evaluate them at $\mathbf k^*=\frac{\pi}{2a}(1,1,1)$. Which of them vanish?
\item[(c)] Does any inequivalent point do as well? Could a better choice remove all four?
\item[(d)] Find the leading error of the estimate $f(\mathbf k^*)$ for the zone average, and apply it to the oxide model defined in part (d) of the solution.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Order the stars by $n_1^2+n_2^2+n_3^2$. In each sum, pair the terms that differ by the sign of one component.
\item Write $c_i=\cos(k_ia)$. What are $c_i$ and $\cos(2k_ia)$ at $\mathbf k^*$?
\item For (c), three numbers are the roots of a cubic polynomial whose coefficients are their elementary symmetric combinations. Then express $\cos 2x$ through $\cos x$.
\item For (d), expand $f$ in stars, and find which terms survive the zone average and which survive at $\mathbf k^*$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The four stars}

The smallest nonzero values of $n_1^2+n_2^2+n_3^2$ are 1, 2, 3 and 4. Up to order and sign, each can be written as a sum of three squares in one way: $1+0+0$, $1+1+0$, $1+1+1$ and $4+0+0$. The stars are therefore (100), (110), (111) and (200), with lengths $a$, $\sqrt2a$, $\sqrt3a$ and $2a$, and with 6, 12, 8 and 6 members.

For (100), the two vectors along axis $i$ give $e^{ik_ia}+e^{-ik_ia}=2c_i$. For (110), the four vectors in the plane of axes $i$ and $j$ give a product of two such sums, $(2c_i)(2c_j)=4c_ic_j$. For (111), the eight sign choices give $(2c_1)(2c_2)(2c_3)$. The star (200) is like (100) with the angle doubled. Hence
\begin{align}
A_{100}&=2(c_1+c_2+c_3), \label{a1}\\
A_{110}&=4(c_1c_2+c_2c_3+c_3c_1), \label{a2}\\
A_{111}&=8c_1c_2c_3, \label{a3}\\
A_{200}&=2\left[\cos(2k_1a)+\cos(2k_2a)+\cos(2k_3a)\right]. \label{a4}
\end{align}
At $\mathbf k=0$ these equal 6, 12, 8 and 6, the numbers of members, as they must.

\subsection*{(b) Values at the special point}

At $\mathbf k^*$ every $k_ia=\pi/2$, so $c_i=0$ and $\cos(2k_ia)=\cos\pi=-1$. Therefore
\begin{equation}
A_{100}=A_{110}=A_{111}=0,\qquad A_{200}=2(-1-1-1)=-6 .
\end{equation}
The first three nonconstant stars are annihilated. The fourth survives with the largest magnitude that six unit phases can have.

The same reasoning covers every star. Averaging $e^{i\mathbf k\cdot\mathbf R}$ over independent sign changes of the three components gives $\prod_i\cos(n_ik_ia)$. At $\mathbf k^*$ this is $\prod_i\cos(n_i\pi/2)$, which does not depend on the order of the $n_i$, so permutations leave it unchanged. For a star with $N$ members,
\begin{equation}
A(\mathbf k^*)=
\begin{cases}
0, & \text{if any } n_i \text{ is odd},\\
N(-1)^{(n_1+n_2+n_3)/2}, & \text{if all } n_i \text{ are even}.
\end{cases}
\label{rule}
\end{equation}
The next survivor after (200) is (220), with $N=12$ and $A_{220}(\mathbf k^*)=+12$.

\subsection*{(c) Uniqueness, and why (200) must survive}

Suppose that some $\mathbf k$ annihilates the first three stars. By Eqs.~(\ref{a1})--(\ref{a3}), the sum of the $c_i$, the sum of their pair products and their triple product are all zero. These are, up to sign, the coefficients in
\begin{equation}
(t-c_1)(t-c_2)(t-c_3)=t^3-0\cdot t^2+0\cdot t-0=t^3 .
\end{equation}
Setting $t=c_i$ makes the left side zero, so $c_i^3=0$ and $c_i=0$ for each $i$. Then $k_ia=\pm\pi/2$, up to multiples of $2\pi$. This leaves eight points in the zone, which are the sign copies of $\mathbf k^*$. No inequivalent point does as well.

To see what this implies for the fourth star, use $\cos2x=2\cos^2x-1$ in Eq.~(\ref{a4}):
\begin{align}
A_{200}&=4(c_1^2+c_2^2+c_3^2)-6\nonumber\\
&=4(c_1+c_2+c_3)^2-8(c_1c_2+c_2c_3+c_3c_1)-6\nonumber\\
&=A_{100}^2-2A_{110}-6 .
\end{align}
The second line replaces the sum of squares by the square of the sum minus twice the pair products. The third uses $A_{100}^2=4(c_1+c_2+c_3)^2$ and $2A_{110}=8(c_1c_2+c_2c_3+c_3c_1)$. Wherever (100) and (110) vanish, $A_{200}=-6$. No single point can remove all four stars.

\subsection*{(d) Error of the one-point average}

Let $\langle\cdots\rangle$ denote the average over the zone. In the variables $k_ia$, the average of $e^{i\mathbf k\cdot\mathbf R}$ is a product of averages of $e^{in_ik_ia}$ over a full period, and it vanishes unless $\mathbf R=0$. The Fourier coefficients of $f$ are therefore $f_{\mathbf R}=\langle f(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}\rangle$. Because $f$ is cubic-symmetric, rotating $\mathbf R$ can be undone by rotating the integration variable, so all members of a star share one coefficient $f_m$. Thus
\begin{equation}
f(\mathbf k)=f_0+\sum_m f_mA_m(\mathbf k),\qquad f_0=\langle f\rangle .
\end{equation}
Setting $\mathbf k=\mathbf k^*$ and using Eq.~(\ref{rule}) gives
\begin{equation}
f(\mathbf k^*)-f_0=-6f_{200}+12f_{220}+\cdots .
\label{error}
\end{equation}
The omitted terms come from longer stars with three even indices. The estimate is good when the coefficients fall quickly with $|\mathbf R|$; symmetry alone does not guarantee this.

\paragraph{The model.}
Strontium titanate in its cubic phase has a simple cubic lattice. Consider one coordinate plane, with axes $i$ and $j$. A titanium $d_{ij}$ orbital at energy $+\Delta/2$ couples to one $p$ orbital on each of two oxygen sites, at energy $-\Delta/2$. The oxygens on opposite sides of the titanium couple with amplitudes $+t$ and $-t$, because $d_{ij}$ is odd along the bond and the $p$ orbital is oriented across it. The Bloch sum along axis $i$ is
\begin{equation}
t\left(e^{ik_ia/2}-e^{-ik_ia/2}\right)=2it\sin(k_ia/2),
\end{equation}
and likewise for $j$. One combination of the two $p$ orbitals couples to $d_{ij}$ with strength $W$, where $W^2=4t^2[\sin^2(k_ia/2)+\sin^2(k_ja/2)]$. The orthogonal combination does not couple and stays at $-\Delta/2$. The remaining two-level problem has energies $\pm\sqrt{\Delta^2/4+W^2}$. Since $\sin^2(x/2)=(1-\cos x)/2$, the filled bonding band is
\begin{equation}
E_{ij}=-\sqrt{\alpha-\beta u},\quad
\alpha=\frac{\Delta^2}{4}+4t^2,\quad \beta=2t^2,\quad u=c_i+c_j .
\label{band}
\end{equation}
Let $f=2(E_{12}+E_{23}+E_{31})$, the energy of six electrons per cell with both spins counted. Take the round values $a=0.39$ nm, $\Delta=3.2$ eV and $t=1.2$ eV.

\paragraph{The numbers.}
Each component of $\mathbf k^*$ is $\pi/(2a)=4.03\ \mathrm{nm}^{-1}$. There $u=0$, and
\begin{equation}
f(\mathbf k^*)=-6\sqrt{2.56+5.76}\ \mathrm{eV}=-17.307\ \mathrm{eV}.
\end{equation}
Averaging $f$ over a uniform mesh of $32^3$ points gives $f_0=-17.021$ eV. The one-point error is $-0.286$ eV per cell, or 1.7\% of $|f_0|$. That ratio depends on the zero of energy: $-9.600$ eV of $f_0$ is the on-site energy $6(-\Delta/2)$, the same at every $\mathbf k$, and measured against the remaining bonding energy of $7.42$ eV the error is 3.9\%. At $\mathbf k=0$ the $p$--$d$ coupling vanishes, so $f(0)=-6(1.6)=-9.600$ eV, and the error is $+7.42$ eV.

The coefficients, averaged on the same mesh, explain the difference. They are $f_{100}=1.0385$, $f_{200}=0.0517$ and $f_{220}=0.0018$ eV. At $\mathbf k=0$ the first star alone contributes $6f_{100}=6.23$ eV; at $\mathbf k^*$ it contributes nothing. There the two leading survivors give
\begin{equation}
-6f_{200}+12f_{220}=-0.310+0.021=-0.289\ \mathrm{eV},
\end{equation}
within 0.003 eV of the actual error. In this model $f_{111}=0$, because each term of $f$ depends on two components of $\mathbf k$ only.

\paragraph{The sign and two limits.}
The second derivative of $-\sqrt{\alpha-\beta u}$ with respect to $u$ is $\frac{\beta^2}{4}(\alpha-\beta u)^{-3/2}>0$. A convex function has an average no lower than its value at the average argument. Here $\langle u\rangle=0$, which is also the value of $u$ at $\mathbf k^*$. The one-point energy of this model therefore lies below the true average.

For small $\beta/\alpha$, expand the square root to second order:
\begin{equation}
E_{ij}\simeq-\sqrt\alpha\left(1-\frac{\beta u}{2\alpha}-\frac{\beta^2u^2}{8\alpha^2}\right).
\end{equation}
With $\langle u\rangle=0$ and $\langle u^2\rangle=\frac12+\frac12=1$, six electrons give
\begin{equation}
f(\mathbf k^*)-f_0\simeq-\frac{6\beta^2}{8\alpha^{3/2}} .
\end{equation}
For the example, $\beta=2.88\ \mathrm{eV}^2$ and $\alpha=8.32\ \mathrm{eV}^2$, and the result is $-0.26$ eV, close to the full $-0.286$ eV. When $t\ll\Delta$, $\alpha\simeq\Delta^2/4$ and the error becomes $-24t^4/\Delta^3$: weak hopping or a wide separation makes one point sufficient. In the opposite limit, $\Delta\to0$, Eq.~(\ref{band}) gives a cone $E_{ij}\simeq-ta\sqrt{k_i^2+k_j^2}$ near $k_i=k_j=0$. The smoothness assumed for $f$ is then lost.

\paragraph{Beside the real oxide.}
The lattice constant is typical of SrTiO$_3$, a high-permittivity oxide. The energies are rough, with $\Delta$ set near the real gap of about 3 eV. The largest omission sized here is the rest of the bonding. A tight-binding model with all five titanium $d$ and nine oxygen $p$ orbitals was diagonalized on a $16^3$ mesh, with $\Delta$ and $t$ held fixed. It adds $p$--$d$ $\sigma$ hopping of $-2.2$ eV, and oxygen--oxygen $\sigma$ and $\pi$ hoppings of $0.4$ and $-0.1$ eV. For its 18 valence electrons the one-point error grows to $-0.95$ eV per cell, of which (200) supplies $-1.06$ eV before longer stars partly cancel it. The (111) coefficient is now $-0.0025$ eV, small but not zero, and $\mathbf k^*$ removes it. The gap falls from 3.2 to 2.2 eV, well below the real one, since the parameters were not readjusted. Adding titanium spin--orbit coupling with a constant of 0.02 eV changes the error by about $10^{-5}$ eV, as found on an $8^3$ mesh.

Measured in eV, heating shifts the sampling error much less than it shifts the energy itself. Take a rough linear expansion of $10^{-5}\ \mathrm{K}^{-1}$ and let the hopping fall as the inverse fourth power of distance, with $\Delta$ fixed. Heating from 300 to 400 K lowers $t$ from 1.200 to 1.195 eV. In the simple model $f_0$ rises by 0.045 eV and the one-point error shifts by 0.002 eV, so the energy \emph{difference} is wrong by about 5\%. Part of the sampling error cancels between similar structures. At 400 K the thermal excitation factor $e^{-E_g/2k_BT}$, with $E_g=2.2$ eV, is about $10^{-14}$, so heat alone leaves the bands filled. Doping or oxygen vacancies can add conduction electrons and break that assumption; their effect is not sized here. Self-consistent charge, lattice vibrations and electron correlation beyond the model are also left out.

\section*{Variation 1: a tetragonal film}

\emph{A film many cells thick, whose interior can be treated as a bulk crystal, is strained so that its lattice constants are $a,a,c$. Which point replaces $\mathbf k^*$, and what is the leading error?}

Take $\mathbf k^*=(\pi/2a,\pi/2a,\pi/2c)$, so that each component again advances the phase by $\pi/2$ per lattice step. The mirror planes still make $f$ even in each component, and the sign average $\prod_i\cos(n_i\pi/2)$ is unchanged. Every star with an odd index still vanishes.

The old (100) star has split into an in-plane star, with function $2(c_1+c_2)$, and an axial star, with function $2c_3$, where now $c_3=\cos(k_3c)$. Together with the in-plane diagonal star, $4c_1c_2$, they again fix the point: $c_3=0$, while $c_1+c_2=0$ and $c_1c_2=0$ force $c_1=c_2=0$.

The old (200) star splits in the same way, into four in-plane vectors and two axial ones. For $c$ close to $a$, the leading error is
\begin{equation}
f(\mathbf k^*)-f_0\simeq-4f_{200}-2f_{002},
\end{equation}
which returns to $-6f_{200}$ when $c=a$.

If a shear removes the mirror planes, one point no longer represents its sign copies. Averaging over all eight points with $\mathbf k\cdot\mathbf a_i=\pm\pi/2$, where $\mathbf a_1,\mathbf a_2,\mathbf a_3$ are the edge vectors of the sheared cell and $\mathbf R=\sum_i n_i\mathbf a_i$, restores the factor $\prod_i\cos(n_i\pi/2)$ for each $\mathbf R$ separately. If $f(-\mathbf k)=f(\mathbf k)$, four of the eight suffice.

\section*{Variation 2: a half-filled band}

\emph{Apply the cubic point to one band $E=-2\tau(c_1+c_2+c_3)$, with $\tau>0$, at zero temperature. Compare a full band with a half-filled one.}

For the full band, $f=2E$ contains the (100) star and nothing else. Its average is zero and $f(\mathbf k^*)=0$, so the one-point value is exact.

For half filling, shifting every $k_ia$ by $\pi$ reverses the sign of $E$. Equal numbers of states lie above and below zero, and the Fermi level is $E=0$. The occupied energy, with both spins, is
\begin{equation}
f=2\min(E,0)=E-|E| .
\end{equation}
Since $\langle E\rangle=0$, the true average is $f_0=-\langle|E|\rangle<0$. But $E(\mathbf k^*)=0$, so the one-point estimate is zero and misses the whole band energy.

The star values at $\mathbf k^*$ are the same in both cases. What changed is $f$: it has a kink on the Fermi surface, and $\mathbf k^*$ lies on that surface. The surviving stars in Eq.~(\ref{error}) now add up to an error as large as the answer. A metal needs a mesh fine enough to resolve its Fermi surface.

Numerical values quoted here were computed with a short program.
